# Unwinding field of the soliton lattice in a monoaxial chiral magnet

## Result and model

A monoaxial chiral magnet twists along one axis, here \(z\). In a field perpendicular to that axis its equilibrium state is a lattice of \(2\pi\) solitons, whose period diverges at

\[
B_c=\frac{\pi^2}{16}\,B_{\rm cone}=\frac{\pi^2D^2}{32AM},\qquad B_{\rm cone}=\frac{D^2}{2AM}.
\]

\(B_{\rm cone}\) is the field along \(z\) that closes the conical state. \(A\) is the exchange stiffness, \(D\) the chiral coupling and \(M\) the magnetization, all positive. The result holds for a classical continuum magnet of fixed \(M\), in bulk, without anisotropy or dipolar fields. It is an equilibrium statement; metastable solitons can survive above \(B_c\), as shown below.

With \(\mathbf m\) the unit magnetization and \(\mathbf n\) the field direction, the energy density is

\[
w=A|\nabla\mathbf m|^2-D\,\hat z\cdot(\mathbf m\times\partial_z\mathbf m)+MB(1-\mathbf n\cdot\mathbf m).
\]

The constant \(MB\) makes the energy of the field-aligned state zero. Gradients along \(x\) and \(y\) enter only through exchange, which they increase. A lower bound on the energy of every line along \(z\) is therefore a bound for three-dimensional textures, and it suffices to study \(\mathbf m(z)\).

Define \(q_0=D/(2A)\), \(L_0=2\pi/q_0\) and \(h=B/B_{\rm cone}\). Measure length in \(1/q_0\) and energy density in \(Aq_0^2\). The chiral coefficient becomes \(D/(Aq_0)=2\). Since \(MB_{\rm cone}=D^2/(2A)=2Aq_0^2\), the field coefficient becomes \(2h\). Write

\[
\mathbf m=(s\cos\phi,\;s\sin\phi,\;c),\qquad s=\sin\theta,\quad c=\cos\theta .
\]

Then \(|\mathbf m'|^2=\theta'^2+s^2\phi'^2\) and \(\hat z\cdot(\mathbf m\times\mathbf m')=s^2\phi'\), where a prime is \(d/dz\).

## Reference field: closing the cone

For a field along \(z\), completing the square in \(\phi'\) gives

\[
\begin{aligned}
w&=\theta'^2+s^2(\phi'^2-2\phi')+2h(1-c)\\
&=\theta'^2+s^2(\phi'-1)^2-s^2+2h(1-c).
\end{aligned}
\]

The first two terms cannot be negative, and both vanish for constant \(\theta\) and \(\phi'=1\). Using \(s^2=1-c^2\), the rest is

\[
c^2-2hc+2h-1=(c-h)^2-(1-h)^2 .
\]

For \(h\le1\) the minimum is \(c=h\), a cone that closes as the field grows. For \(h\ge1\) the smallest value in the allowed range \(c\le1\) is at \(c=1\), the saturated state. Hence saturation is at \(h=1\), which confirms the formula for \(B_{\rm cone}\).

## Perpendicular field: the planar lattice

Now let the field point along \(x\). Consider first \(\theta=\pi/2\), so that the moments stay in the plane perpendicular to \(z\):

\[
w=\phi'^2-2\phi'+4h\sin^2(\phi/2).
\]

The chiral term is a total derivative. It does not affect the local equation of motion, but it rewards each full turn by \(4\pi\). Stationarity gives \(\phi''=h\sin\phi\). Multiplying by \(2\phi'\) and integrating gives

\[
\phi'^2=p(\phi)^2,\qquad p^2=\kappa+4h\sin^2(\phi/2).
\]

A texture that keeps turning has \(\kappa>0\); we take \(p>0\), the sense favoured by \(D>0\). For one turn define

\[
I=\int_0^{2\pi}p\,d\phi,\qquad L=\int_0^{2\pi}\frac{d\phi}{p}.
\]

Since \(4h\sin^2(\phi/2)=p^2-\kappa\), the mean energy density is

\[
e=\frac1L\left[\int_0^L(2p^2-\kappa)\,dz-4\pi\right]
=\frac{2I-4\pi}{L}-\kappa .
\]

The last step uses \(p^2dz=p\,d\phi\). The derivative \(dp/d\kappa=1/(2p)\) gives \(dI/d\kappa=L/2\), so

\[
\frac{de}{d\kappa}=\frac{L}{L}-\frac{2I-4\pi}{L^2}\frac{dL}{d\kappa}-1
=-\frac{2I-4\pi}{L^2}\frac{dL}{d\kappa}.
\]

Because \(dL/d\kappa<0\), this has the sign of \(I-2\pi\). Also, \(I\) grows with \(\kappa\). The energy therefore has one minimum, at

\[
I=2\pi,\qquad e=-\kappa,
\]

provided that \(I<2\pi\) when \(\kappa\to0\). In that limit \(p=2\sqrt h\,\sin(\phi/2)\) on \(0\le\phi\le2\pi\), so \(I=8\sqrt h\). A lattice of finite period is thus optimal only if

\[
8\sqrt h<2\pi\quad\Longleftrightarrow\quad h<h_c=\frac{\pi^2}{16}.
\]

As \(h\) approaches \(h_c\) from below, \(\kappa\to0\). The period \(L\) then diverges, because \(1/p\) approaches \(1/(2\sqrt h\sin(\phi/2))\), which is not integrable at the field direction. The solitons move apart without limit.

The same threshold follows from the energy of one isolated soliton. With \(\kappa=0\), its energy per area is \(2I-4\pi\), so

\[
\sigma=(16\sqrt h-4\pi)\,Aq_0 .
\]

The positive part is exchange and field energy; the negative part is the chiral gain. A soliton pays for itself below \(h_c\) and costs energy above it.

## Period and magnetization

Set \(k^2=4h/(\kappa+4h)\). Then

\[
p=\frac{2\sqrt h}{k}\sqrt{1-k^2\cos^2(\phi/2)} .
\]

Let \(K(k)\) and \(E(k)\) be the complete elliptic integrals of the first and second kind, with modulus \(k\). A full turn in \(\phi\) is a half turn in \(\phi/2\), which gives

\[
I=\frac{8\sqrt h\,E}{k},\qquad L=\frac{2kK}{\sqrt h}.
\]

The condition \(I=2\pi\) gives \(\sqrt h=\pi k/(4E)\). Dividing \(h\) by \(h_c\), and \(L\) by its zero-field value \(2\pi\), yields

\[
\frac{B}{B_c}=\left(\frac{k}{E}\right)^2,\qquad
\frac{L}{L_0}=\frac{4KE}{\pi^2}.
\]

In the second relation both lengths are in the same unit. For implementation, solve the first relation for \(k\), then insert it in the second. The mean moment along the field follows from averaging \(p^2=\kappa+2h(1-\cos\phi)\) over length. The left side averages to \(I/L=2\pi/L\), so

\[
\langle m_x\rangle=1-\frac{2\pi/L-\kappa}{2h},\qquad
\kappa=4h\left(\frac1{k^2}-1\right),
\]

with \(L\) in units of \(1/q_0\).

At small field, \(E\simeq\pi/2\) gives \(k^2\simeq4h\), while \(KE\simeq(\pi^2/4)(1+k^4/32)\). Therefore \(L/L_0\simeq1+h^2/2\): the period responds only at second order. The moment responds at first order. Inserting \(\phi=z+\epsilon\) in \(\phi''=h\sin\phi\) gives \(\epsilon=-h\sin z\), hence \(\cos\phi\simeq\cos z+h\sin^2z\) and \(\langle m_x\rangle\simeq h/2\).

Near \(B_c\), put \(k'^2=1-k^2\) and \(\Lambda=\ln(4/k')\). The leading expansions are \(K\simeq\Lambda\) and \(E\simeq1+\tfrac12k'^2(\Lambda-\tfrac12)\), so

\[
1-\frac{B}{B_c}\simeq k'^2\left(\Lambda+\tfrac12\right),\qquad
\frac{L}{L_0}\simeq\frac{4\Lambda}{\pi^2}.
\]

The divergence is logarithmic. In a sample many periods long, the solitons therefore become few only very close to \(B_c\), where their discrete number and the sample ends matter.

## Why tilting out of the plane does not change the result

The planar calculation would not settle the threshold if a nonplanar texture had lower energy. The following bound excludes this. Take \(0\le h\le h_c\), with \(p\) and \(\kappa\) from the planar solution, and \(\kappa=0\) at \(h_c\). Define

\[
\gamma(\phi)=\int_0^\phi(p-1)\,d\varphi,\qquad G=2s\gamma .
\]

Since \(I=2\pi\), \(\gamma\) is periodic, and \(G\) is a single-valued function on the sphere. Its derivative along a texture is \(G'=2c\gamma\theta'+2s(p-1)\phi'\). Subtract it from the full energy and complete two squares:

\[
w+\kappa-G'=(\theta'-c\gamma)^2+\bigl(s\phi'-s-p+1\bigr)^2+R,
\]

\[
R=2h(1-s\cos\phi)+\kappa-(p-1+s)^2-(1-s^2)\gamma^2 .
\]

We need \(R\ge0\). With \(\delta=1-s\), the first two terms are \(p^2+2h\delta\cos\phi\). Also \(p-1+s=p-\delta\) and \(1-s^2=\delta(2-\delta)\). Hence

\[
R=\delta\left[2h\cos\phi+2p-2\gamma^2-\delta(1-\gamma^2)\right].
\]

If \(|\gamma|\le1\), the bracket is smallest at \(\delta=1\). There, \(2h\cos\phi=2h+\kappa-p^2\) turns it into

\[
2h+\kappa-(1-p)^2-\gamma^2 .
\]

The average of \(p^2\) over \(\phi\) is \(2h+\kappa\), while the average of \(p\) is 1. The mean square is at least the squared mean, so \(2h+\kappa\ge1\). It remains to show

\[
(1-p)^2+\gamma^2\le1. \tag{1}
\]

By symmetry about \(\phi=\pi\), take \(0\le\phi\le\pi\) and \(t=\phi/2\). At the critical field \(p_c=(\pi/2)\sin t\), so \(\gamma_c=\pi(1-\cos t)-2t\). For lower \(h\),

\[
p^2-p_c^2=\kappa-4(h_c-h)\sin^2t
\]

decreases with \(t\). Both profiles have mean 1, so they cross once. Two facts follow:

- \(p\le p_c(\pi)=\pi/2\) throughout.
- \(\gamma-\gamma_c\) starts at zero, rises, then returns to zero at \(\phi=\pi\). It is nonnegative. Since \(p\) rises through 1, \(\gamma\) itself is nonpositive, and so \(|\gamma|\le|\gamma_c|\).

The largest \(|\gamma_c|\) is where \(\sin t=2/\pi\), with value \(2\arcsin(2/\pi)+\sqrt{\pi^2-4}-\pi<0.662\). Thus \(\gamma^2<0.439\), and \(|\gamma|<1\) as required. In addition, \(p_c\ge0\) implies \(|\gamma_c|\le2t\). Now consider three cases.

1. If \(p\ge1\), then \((p-1)^2\le(\pi/2-1)^2<0.33\), and (1) holds.
2. If \(p<1\) and \(h<1/4\), average \(p\le\sqrt\kappa+2\sqrt h\sin t\). This gives \(1\le\sqrt\kappa+4\sqrt h/\pi\), so \(p\ge\sqrt\kappa>1-2/\pi>0.36\). Condition (1) is equivalent to \(p(2-p)\ge\gamma^2\), and here the left side exceeds 0.59.
3. If \(p<1\) and \(h\ge1/4\), then \(p\ge\sin t\). For \(t\ge0.27\), \(p(2-p)>0.46>\gamma^2\). For \(t<0.27\), \(\sin t\ge2t/\pi\) gives \(p(2-p)\ge(2t/\pi)(2-0.27)\ge1.10t\), while \(\gamma^2\le4t^2\le1.08t\).

This proves \(w+\kappa\ge G'\). At a pole \(\phi\) is undefined, but \(G\) remains continuous with bounded slope. Isolated passages do not affect the integral; on a segment resting at a pole, \(G'=0\) and \(w+\kappa=2h+\kappa\ge0\). Since \(G\) is bounded, \(G'\) averages to zero over a long line, and the mean energy is at least \(-\kappa\). The planar lattice attains this value.

At \(h_c\) the bound is zero. For \(h>h_c\), the density is its value at \(h_c\) plus \(2(h-h_c)(1-m_x)\), so

\[
\langle w\rangle\ge2(h-h_c)\langle1-m_x\rangle .
\]

The uniform state attains zero, and any finite density of solitons costs energy. This establishes \(B_c\) as the bulk equilibrium threshold without assuming planar moments.

## Solitons that survive above the threshold

An isolated soliton satisfies \(\sin(\phi/2)=S\), with \(S=\operatorname{sech}u\) and \(u=\sqrt h\,z\). Tilt it slightly by \(\theta=\pi/2+\eta\). To second order, the added density is

\[
\eta'^2+\left(2\phi'-\phi'^2+h\cos\phi\right)\eta^2 .
\]

Insert \(\phi'=2\sqrt h\,S\) and \(\cos\phi=1-2S^2\), then divide by \(h\). Stability is decided by the lowest eigenvalue of

\[
\mathcal H=-\frac{d^2}{du^2}+1-6S^2+\frac{4}{\sqrt h}S .
\]

At \(h_c\) the potential is \(1+(16/\pi)S-6S^2\). It is concave in \(S\), so its minimum on \(0\le S\le1\) is at an end: the values are 1 and \(16/\pi-5>0\). The soliton resists tilting there.

The instability field can be found in closed form. Try \(f=S+aS^2\). The identities \(S''=S-2S^3\) and \((S^2)''=4S^2-6S^4\), with primes now denoting \(d/du\), give

\[
f''=S+4aS^2-2S^3-6aS^4 .
\]

With \(b=4/\sqrt h\), the potential times \(f\) is

\[
S+(a+b)S^2+(ab-6)S^3-6aS^4 .
\]

Equality requires \(b=3a\) and \(ab=4\), hence \(a=2/\sqrt3\), \(b=2\sqrt3\) and \(h=4/3\). The function \(f\) has no node, so zero is then the lowest eigenvalue. Raising \(h\) lowers the potential, so the planar soliton is unstable to tilting above

\[
B_{\rm tilt}=\frac43B_{\rm cone}=\frac{64}{3\pi^2}B_c\simeq2.16\,B_c .
\]

Between \(B_c\) and \(B_{\rm tilt}\), an isolated soliton can persist in this zero-temperature bulk model. Ends, defects and thermal activation may remove it earlier. A device sweep can therefore show hysteresis, and its last soliton need not leave at \(B_c\).

## Worked example in engineering units

Take \(L_0=50\) nm, \(A=1.4\) pJ/m and \(M=150\) kA/m. These are rough values in the low-temperature regime of CrNb₃S₆. First,

\[
q_0=\frac{2\pi}{50\ {\rm nm}}=0.1257\ {\rm nm^{-1}},\qquad
D=2Aq_0=0.352\ {\rm mJ/m^2}.
\]

The two fields are

\[
B_{\rm cone}=\frac{(3.519\times10^{-4})^2}{2(1.4\times10^{-12})(1.5\times10^5)}\ {\rm T}=0.295\ {\rm T},
\]

\[
B_c=0.61685\times0.2948\ {\rm T}=0.182\ {\rm T}.
\]

The soliton length \(1/(q_0\sqrt{h_c})\) is 10.1 nm at \(B_c\). At half that field, the isolated-soliton energy is \(-0.65\) mJ/m², so a soliton inside the magnet lowers the energy. Entering is a separate matter. A free end requires \(\phi'=1\), while a texture that is uniform deep inside has \(\phi'=2\sqrt h\,\sin(\phi/2)\le2\sqrt h\) in magnitude. Such a state exists down to \(h=1/4\), or \(0.41\,B_c\), so at half of \(B_c\) a barrier at the end can still keep solitons out. Solving \(B/B_c=(k/E)^2\) numerically for \(k\) gives:

| \(B/B_c\) | \(B\) (T) | \(L\) (nm) | \(\langle m_x\rangle\) |
|---|---|---|---|
| 0.25 | 0.045 | 50.6 | 0.08 |
| 0.50 | 0.091 | 52.8 | 0.16 |
| 0.75 | 0.136 | 58.1 | 0.28 |
| 0.90 | 0.164 | 66.8 | 0.39 |
| 0.99 | 0.180 | 91.4 | 0.56 |
| 0.999 | 0.182 | 116.7 | 0.65 |

At 99.9% of \(B_c\) the period has only a little more than doubled, and the mean moment is still far from saturation.

## What changes in a real crystal

CrNb₃S₆ has a period near 50 nm and a perpendicular critical field of very roughly 0.2 T at low temperature. The chosen stiffness places the model in that range, so the similarity is not an independent prediction. The assumption most strongly broken is the absence of anisotropy. Add an easy-plane term \(Km_z^2\), with \(K>0\), and take a rough \(K=100\) kJ/m³. It vanishes in the planar lattice and raises every tilted state, so the bound and \(B_c\) are unchanged. In an axial field, however, the cone energy becomes \((1+K/Aq_0^2)c^2-2hc\) plus a constant. Saturation moves to

\[
B_{\rm axial}=B_{\rm cone}+\frac{2K}{M}=1.63\ {\rm T}.
\]

The ratio of \(B_c\) to this saturation field is 0.11, not 0.617. An axial saturation measurement must therefore be corrected for \(2K/M\), and for the sample's demagnetizing field along \(z\), before the \(\pi^2/16\) rule is used. The corrected value is a small difference between large fields: here \(2K/M\) is 4.5 times \(B_{\rm cone}\), so a 5% error in \(K\) alone shifts the inferred \(B_c\) by about 23%. With such strong anisotropy, the rule gives a useful estimate only if \(K\) is known precisely. Easy-axis anisotropy or anisotropy within the plane is not covered by this argument.

The same \(K\) adds \(K/(Aq_0^2h)\) to the potential in \(\mathcal H\). Finding its zero eigenvalue by finite differences moves the tilt limit from 0.39 T to 1.11 T, with the other parameters fixed. Both values leave out dipolar fields. A tilt \(m_z(z)\) carries volume magnetic charge, which in a sample wide across \(z\) adds \(\mu_0M^2/2\) to \(K\) and raises the two limits to about 0.51 T and 1.20 T.

Dipolar corrections depend on shape. The planar lattice varies only along \(z\) and has \(m_z=0\), so it has no volume magnetic charge. For a uniformly magnetized sphere the opposing field is \(\mu_0M/3=0.063\) T; as \(\langle m_x\rangle\to1\), the applied threshold becomes about 0.245 T. For a wide thin plate whose normal is \(z\), this correction is small. If \(z\) lies in the plate and the field is also in its plane, \(m_y\) points out of the faces and puts alternating magnetic charge on them. The solitons then cost stray-field energy, which can lower the threshold by several percent when the thickness is comparable with \(L_0\), and by more in thinner plates.

Two other effects are smaller for these inputs. For layers 0.6 nm apart, the turn per layer is \(\Delta=4.32^\circ\). A chain with exchange \(J\) and the same turn has axial saturation energy \(2J(\sec\Delta-1)\), against \(J\Delta^2\) in the continuum, a relative increase of 0.24%. This estimate concerns \(B_{\rm cone}\), not \(B_c\).

At 10 K, thermal magnons reduce \(M\) by about 0.2%. The estimate integrates the Bose occupation over wavevector \(q\) for magnon energy \((4A\mu_B/M)q^2\), where \(\mu_B\) is the Bohr magneton, each magnon removing \(2\mu_B\). It assumes isotropic stiffness and no gap, and leaves out \(K\), which would lower the loss somewhat. It does not extend to temperatures near magnetic ordering. CrNb₃S₆ orders only well below room temperature, so these numbers apply to a cryogenic device.
